Comment on the claim that DFT+U cures strong correlation

**The argument under review**

The manuscript argues as follows. Semilocal density functionals fail for strongly correlated electrons because they favour fractional charges on localized orbitals. Dudarev's term penalizes fractional occupation and, with a suitable U, makes the energy nearly straight between integer electron numbers. Therefore, it concludes, DFT+U cures strong correlation.

The first two statements concern charge, and I accept the second with the qualifications below. The conclusion concerns something else. In a stretched bond with a singlet ground state, each atom can hold a whole electron whose spin is equally likely to be up or down. Its charge is an integer, but its two spin occupations are not. The manuscript never asks what the term does there. The simplest place to ask is one s orbital, with occupations n↑ and n↓ between 0 and 1 and N = n↑ + n↓.

**What the exact energy requires**

Let the orbital have level ε and repulsion U > 0 between two electrons in it. It is empty, singly occupied with either spin, or doubly occupied, with probabilities p₀, p↑, p↓ and p₂. These satisfy

p↑ + p₂ = n↑,  p↓ + p₂ = n↓,  p₀ + p↑ + p↓ + p₂ = 1.

The one-body energy εN is fixed by the occupations. The interaction energy is U p₂, so the lowest energy has the smallest allowed p₂. Adding the first two conditions and using the third gives

p₀ = 1 − N + p₂.

Since p₀ cannot be negative, p₂ ≥ N − 1, and p₂ ≥ 0 as well. Both limits are compatible with nonnegative p↑ and p↓, because N − 1 exceeds neither n↑ nor n↓. Hence

E_exact = εN + U max(0, N − 1).

This is the flat-plane condition for the model. The energy is straight in charge on each side of N = 1, and along N = 1 it does not depend on how the electron is shared between the spins.

The same two requirements hold for a real atom with a doublet ground state and no magnetic field. The up and down states are degenerate, so an equal mixture of them has the energy of either. A mixture of ion and atom has the weighted mean of their energies, and this is the ground-state energy at fractional charge provided that no mixture of other charge states lies lower.

Define the static correlation error of a functional relative to its own polarized atom:

Δ = E(½, ½) − E(1, 0).

The exact value is zero. This definition leaves out any error the functional makes for the polarized atom itself.

**Where Dudarev's term comes from**

A mean-field treatment makes the two spin occupations statistically independent, so p₂ = n↑n↓ and the interaction is U n↑n↓. DFT+U adds this energy and subtracts an estimate of what the parent functional already contains. In the fully localized form that estimate is U N(N − 1)/2. For one s orbital there is no exchange between different orbitals to include, and U here is the effective parameter of Dudarev's form. The correction is

E_U = U n↑n↓ − (U/2)N² + (U/2)N.

Insert N² = n↑² + n↓² + 2n↑n↓. The product terms cancel, leaving

E_U = (U/2)(n↑ + n↓ − n↑² − n↓²)
  = (U/2)[n↑(1 − n↑) + n↓(1 − n↓)].

The subtracted energy U N(N − 1)/2 is zero at N = 1 whatever the spin sharing, so in this respect it already agrees with the exact result. What it gets wrong is fractional charge: at N = δ < 1 it equals −(U/2)δ(1 − δ), where the exact interaction is zero. The mean-field energy U n↑n↓ has the opposite pattern. It vanishes for any charge of a single spin, but at (½, ½) it is U/4. If the parent's on-site interaction really were the assumed double counting, the correction would exchange one error for the other.

**The two directions compared**

Take first the path the manuscript considers, in which one spin is filled from (0, 0) to (1, 0). With n↑ = δ and n↓ = 0,

E_U = (U/2)δ(1 − δ).

Its maximum is U/8, at δ = ½. The path from (1, 0) to (1, 1) gives the same expression, because the full spin channel contributes nothing. A convex parent functional lies below the straight line, and a positive term can lift it back. This part of the manuscript's reasoning is sound.

Now keep N = 1 and vary the polarization m:

n↑ = (1 + m)/2,  n↓ = (1 − m)/2.

In each channel

n_σ(1 − n_σ) = (1 + m)(1 − m)/4 = (1 − m²)/4,

and the sum over two channels, multiplied by U/2, is

E_U = (U/4)(1 − m²).

It vanishes for the polarized atom and equals U/4 at m = 0. This is twice the value at half charge, because two spin channels are half full instead of one. The term looks at each spin occupation separately. A half-filled channel costs U/8 whether the electron is half absent or is present with undetermined spin. The exact interaction energy is zero in both cases, so whether this cost helps depends on the error of the parent functional in each.

The static correlation error therefore changes from Δ to Δ + U/4. Its magnitude grows when

(Δ + U/4)² − Δ² = (U/2)(Δ + U/8) > 0,

that is, when Δ > −U/8. For Δ ≥ 0 the term makes matters worse at every positive U. A parent with a sufficiently negative Δ would be improved, so the sign of Δ has to be established for the functional in use.

For a convex parent with positive Δ, the two errors also ask for opposite signs of U. If D is the parent's deviation from the straight line at half charge, cancelling it needs U = −8D, which is positive for a convex parent. Cancelling Δ needs U = −4Δ, which is negative when Δ is positive. In that case no single value does both.

A third path shows what happens to the gap. Fill both spins equally, n↑ = n↓ = N/2, from N = 0 to N = 2. Then

E_U = (U/2)N(1 − N/2),  dE_U/dN = (U/2)(1 − N).

The slope passes smoothly through zero at N = 1. The exact interaction energy has a kink there, its slope jumping from 0 to U. Adding E_U to the assumed double counting gives U N²/4, whose slope at N = 1 is U/2, midway between the two exact slopes and without a jump.

**Can the orbitals relax and remove the penalty?**

The authors might reply that E_U acts during the self-consistent calculation, so that the density could respond and reduce the cost. Let φ be the normalized orbital that defines the occupations. Differentiating E_U with respect to n_σ gives the potential

v_σ = U(½ − n_σ)|φ⟩⟨φ|.

For a polarized atom it is −U/2 for the occupied spin and +U/2 for the empty one, which adds U to the separation between the two levels if both orbitals remain φ. An empty orbital that can avoid φ is raised by less. The polarized lithium atom treated below is such a case: its empty-spin level is not bound in PBE, and it rises by less than 0.5 eV where U/2 is 2.3 eV, by an amount that shrinks as the basis is made more diffuse. At n↑ = n↓ = ½ the potential is zero for both spins. Suppose φ is the valence orbital of the symmetric parent solution. It is orthogonal to the filled core, so its occupation is ½ per spin. The parent solution then also solves the DFT+U equations, with the same density and the same levels, and with an energy higher by U/4. The term opens no gap in this state.

This shows that the symmetric solution survives. It does not show that no lower solution exists, and the two-site model below has one with broken spin symmetry.

**A test on the lithium atom**

Lithium has one 2s electron outside a closed shell, so it suits the question. I use spin-polarized PBE without relativity, for a spherical atom in a basis of 17 s functions, with fractional 2s occupations. PBE is not taken as exact. The exact information used is straightness in charge and constancy in spin. The full numerical output follows this comment. The values are quoted to four decimals so that the arithmetic can be followed, but they are not converged to that level. Enlarging the basis to 22 or 27 s functions moves the deviations and Δ by up to 0.0005 eV, U by about 0.004 eV and the corrected errors by about 0.001 eV, which changes none of the conclusions.

At half charge PBE lies 0.5707 eV below the straight line joining its own Li⁺ and Li energies. I choose U to remove this deviation:

U = 8 × 0.5707 eV ≈ 4.57 eV.

The half-charge point is thus repaired by construction. The quarter points are tests. At δ = 0.25 and δ = 0.75 the term is

(4.5656 eV / 2) × 0.25 × 0.75 = 0.4280 eV,

against PBE deviations of −0.4089 and −0.4383 eV. The remainders are 0.019 and −0.010 eV, so the manuscript's claim about fractional charge holds well for the energy of this atom at the charges computed.

The value of U nevertheless depends on how it is defined. If the deviation were −(U/2)δ(1 − δ), its slope would be −U/2 + Uδ, and the slopes at the two ends would differ by U. These slopes can be read from the 2s levels, since the derivative of the energy with respect to an occupation is the corresponding level. The levels are −6.79 eV in Li⁺ and −3.23 eV in Li, which gives U = 3.56 eV instead of 4.57 eV. The PBE curve is therefore not a parabola, even though a parabola comes close to the three interior points computed here. The difference arises near Li⁺. Between δ = 0 and δ = 0.25 the mean slope of the energy is −5.59 − 0.409/0.25 = −7.23 eV, which is below the starting level of −6.79 eV. The level must therefore fall before it rises, so the curve is not convex close to the ion, and its slope there is a poor guide to the rest. With the smaller U, a deviation of −0.13 eV remains at half charge.

Now the spin direction. PBE places the half-up half-down atom 0.294 eV above the polarized atom, so Δ is positive here. Adding U/4 gives

0.2937 eV + 1.1414 eV = 1.4351 eV.

The static correlation error has grown by a factor of 4.9. At m = 0.5 the PBE error is 0.225 eV, the term adds (3/4) × 1.1414 = 0.856 eV, and the sum is 1.08 eV. The smaller U does not rescue the claim: it gives an error of 1.18 eV at m = 0, still about four times that of PBE.

Removing the spin error would take U = −4 × 0.2937 = −1.17 eV. At half charge this would add −1.17/8 = −0.15 eV to a deviation that is already −0.57 eV, which makes the fractional-charge error worse.

These sums let the projector follow the 2s orbital of each state. A separate self-consistent calculation keeps it fixed as the 2s orbital of the symmetric atom, and starts that atom from a different density, the spin average of the polarized one. It converges to an energy 1.1414 eV above the PBE value, equal to U/4, with no shift of the 2s level to the four decimals given. The static correlation error is 1.433 eV, so relaxation does not change the conclusion.

The small difference from 1.435 eV comes from the polarized atom, whose energy rises by about 0.002 eV. Some rise is expected, because E_U is never negative for occupations between 0 and 1, and it vanishes only when each occupation is 0 or 1. The 2s orbital of the polarized atom need not coincide with the fixed φ. The deviation at half charge is −0.001 eV in this calculation, so the repair at that charge survives as well.

**Why the half-up half-down point matters**

The authors may object that an isolated atom can be computed in its polarized state, where the term vanishes. A stretched bond shows why this does not settle the matter. Take two sites, one up and one down electron, hopping −t between the sites and repulsion U on each. I use the round values t = 0.1 eV and U = 4 eV, with the site level set to zero.

The singlet ground state combines a covalent state, with one electron on each site, and an ionic state, with both on the same site. Each is an equal superposition of two configurations. With suitable signs the coupling between them is −2t, and their diagonal energies are 0 and U. The lower eigenvalue is

E = [U − √(U² + 16t²)]/2 ≈ −4t²/U  for t ≪ U.

Here it is −0.00998 eV. By symmetry, each site has occupations (½, ½). As t goes to zero the energy tends to that of two independent singly occupied sites, while the occupations stay at one half. A functional that keeps the correct spin density must therefore give the correct energy at this point.

For the parent I take the hopping energy of the occupied orbitals plus the double-counting interaction U N(N − 1)/2 on each site. In the symmetric solution both electrons occupy the even orbital, each with hopping energy −t, and N = 1 on each site. The interaction vanishes and the parent gives −2t = −0.2 eV. The U term adds U/4 per site:

E = −2t + 2(U/4) = −0.2 + 2.0 = 1.8 eV.

Relative to the exact energy, the parent is 0.19 eV too low and the corrected functional 1.81 eV too high. As t goes to zero the parent error vanishes in this model, while the corrected one tends to U/2.

**What the U term does achieve**

DFT+U can escape the penalty by breaking spin symmetry. Let the up electron have site amplitudes (cos θ, sin θ) and the down electron (sin θ, cos θ). Each site still holds one electron in total, so the double counting remains zero. Write s = sin 2θ. The hopping energy is −ts for each electron. Double occupation has probability cos²θ sin²θ = s²/4 on each site, so

E(s) = −2ts + Us²/2.

Setting the derivative −2t + Us to zero gives s = 2t/U, which is possible with s < 1 when U > 2t. The energy is then

E = −4t²/U + 2t²/U = −2t²/U.

For the chosen values s = 0.05 and E = −0.005 eV. The error is now only 0.005 eV, much smaller than that of either symmetric solution, although at leading order just half of the exact lowering −4t²/U is recovered.

The price is paid in the spin state. The overlap of the two orbitals is 2 sin θ cos θ = s. For one up and one down electron, the triplet weight is (1 − s²)/2, the weight of the part that changes sign when the two orbitals are exchanged. A triplet has ⟨S²⟩ = 2 in units of ħ², so

⟨S²⟩ = 1 − s² = 0.9975,

where the exact singlet has zero. The state is nearly an equal mixture of singlet and triplet. It also carries opposite moments on the two sites, with |n↑ − n↓| = cos 2θ ≈ 0.999, whereas the exact state has no moment on either.

The state also has a gap. The parent and the U term together give each electron a site potential equal to U times the opposite-spin occupation, so its two site levels differ by U cos 2θ. With the hopping, the orbital gap is √(U² cos² 2θ + 4t²) = U, because U sin 2θ = 2t. This is 4 eV, close to the exact gap √(U² + 16t²) − 2t = 3.82 eV.

This explains, within the model, how a DFT+U calculation can give a good energy and a gap for localized electrons while its error at the half-up half-down point has increased. The polarized solution avoids that point. If the system studied really has ordered moments, a polarized solution may be the appropriate description, and my objection does not apply to it. If it is a singlet or has no local spin polarization, the energy has been obtained with a wrong spin density.

**Scope and requested revision**

The value U/4 belongs to one s orbital. For a larger shell, Dudarev's term is (U/2) Σ_σ Tr(n_σ − n_σ²), where n_σ is now an occupation matrix with eigenvalues between 0 and 1. Each eigenvalue contributes a nonnegative amount, so a mixture of degenerate states with fractional eigenvalues is again raised relative to states with integer ones. The size of the rise depends on the mixture, and whether it worsens the result depends on the sign of the parent's error.

I ask the authors to replace "cures strong correlation" by a claim about fractional charge, and to state how U was defined. For each system offered as evidence they should report whether spin symmetry was broken, together with ⟨S²⟩ or the local moments. Where the true state has no local spin polarization, they should also give the energy of the symmetric solution, since that is where the present claim can fail.

Calculated quantities

```
Lithium atom, PBE, s-function basis
number of s functions: 17
smallest, largest exponent: 0.010, 3011 bohr^-2
total energy of Li: -203.0544 eV
E(Li+) - E(Li): 5.5895 eV
2s level in Li+ (empty): -6.7916 eV
2s level in Li (occupied spin): -3.2283 eV
U from half-charge deviation: 4.5656 eV
U from difference of the two levels: 3.5633 eV
Fractional charge: deviation from the straight line
delta=0.25: PBE -0.4089, term 0.4280, sum 0.0191 eV
delta=0.50: PBE -0.5707, term 0.5707, sum 0.0000 eV
delta=0.75: PBE -0.4383, term 0.4280, sum -0.0103 eV
Fractional spin: energy above the polarized atom
m=1.0: PBE 0.0000, term 0.0000, sum 0.0000 eV
m=0.5: PBE 0.2254, term 0.8561, sum 1.0815 eV
m=0.0: PBE 0.2937, term 1.1414, sum 1.4351 eV
U/4: 1.1414 eV
growth factor of static correlation error: 4.89
U that would cancel the spin error: -1.1749 eV
with level-difference U, spin error: 1.1846 eV
with level-difference U, half-charge deviation: -0.1253 eV
Self-consistent PBE+U, fixed 2s projector
rise of the half-up half-down atom: 1.1414 eV
shift of its 2s level: 0.0000 eV (magnitude)
static correlation error: 1.4330 eV
half-charge deviation: -0.0013 eV
Two-site Hubbard model
t: 0.1 eV, U: 4.0 eV
exact site occupations up, down: 0.500, 0.500
exact energy: -0.00998 eV
parent functional, symmetric: -0.20000 eV
parent plus U term, symmetric: 1.80000 eV
parent plus U term, broken symmetry: -0.00500 eV
<S^2> of broken-symmetry state: 0.9975 (units of hbar^2)
```
